# Contact-angle reduction of the nucleation barrier on an inert basal plane

## Barrier, adhesion and a worked case

The nucleus has volume $V$, free area $A$ and contact area $B$. Its free surface costs $\gamma$ per area, and the supersaturated ambient phase releases the free energy $g$ per volume converted. The substrate energies against the ambient phase and the nucleus are $\sigma_{sa}$ and $\sigma_{sn}$, and $m=(\sigma_{sa}-\sigma_{sn})/\gamma$ lies between $-1$ and $1$. For a cap with radius of curvature $R$, contact angle $\theta$ and $c=\cos\theta$, the first half gave

$$
G=-gV+\gamma(A-mB),
\qquad
V=\frac{\pi R^3}{3}(2-3c+c^3),
$$

$$
A=2\pi R^2(1-c),
\qquad
B=\pi R^2(1-c^2).
$$

At fixed volume the surface energy has a single minimum among caps, at $c=m$, which is Young's equation.

Put $m=c$ in the surface term. The bracket that multiplies $\pi\gamma R^2$ becomes

$$
2(1-c)-c(1-c^2)=2-2c-c+c^3=2-3c+c^3 ,
$$

which is the polynomial already present in the volume. Both terms of $G$ then carry the same factor:

$$
\begin{aligned}
G_{\rm het}(R)
&=(2-3c+c^3)\left[-\frac{\pi R^3}{3}g+\pi R^2\gamma\right]\\
&=\frac{2-3c+c^3}{4}\left[-\frac{4\pi R^3}{3}g+4\pi R^2\gamma\right].
\end{aligned}
$$

The last bracket is the work $G_{\rm hom}(R)$ of forming a free sphere of the same radius. Hence

$$
G_{\rm het}(R)=f(\theta)\,G_{\rm hom}(R),
\qquad
f(\theta)=\frac{2-3\cos\theta+\cos^3\theta}{4}. \tag{8}
$$

The proportionality holds at every radius, not merely at the top of the barrier. The factor $f$ is also the volume of the cap divided by that of the full sphere.

Young's equation is essential here. If the angle is not the relaxed one, the surface bracket is $2(1-c)-m(1-c^2)$, and subtracting $2(1-c)-c(1-c^2)$ leaves

$$
G(R,c)-f\,G_{\rm hom}(R)=\pi\gamma R^2(c-m)(1-c^2). \tag{9}
$$

The factor $f$ may therefore not be evaluated at an arbitrary angle while the substrate energies are kept fixed.

The barrier is the maximum of (8) over $R$. Differentiation gives

$$
\frac{dG_{\rm het}}{dR}
=f\,(-4\pi R^2g+8\pi R\gamma)
=4\pi fR\,(2\gamma-gR).
$$

The slope is positive below $R^*=2\gamma/g$ and negative above it. At $R^*$ one has $gR^*=2\gamma$, so the free sphere has

$$
W_{\rm hom}
=4\pi R^{*2}\left(\gamma-\frac{gR^*}{3}\right)
=\frac{4\pi}{3}\gamma R^{*2}
=\frac{16\pi\gamma^3}{3g^2}, \tag{10}
$$

and the cap has

$$
W_{\rm het}=f(\theta)\,W_{\rm hom}. \tag{11}
$$

The plane leaves the critical radius of curvature unchanged, because the pressure balance across the free surface does not involve the substrate. What it changes is the fraction of the sphere that must be built. With $V^*=4\pi fR^{*3}/3$ the barrier can also be written

$$
W_{\rm het}=\frac{4\pi}{3}f\gamma R^{*2}
=\frac{4\pi}{3}f\,\frac{gR^*}{2}R^{*2}
=\frac{gV^*}{2}. \tag{12}
$$

At a given supersaturation, a barrier reduced by $f$ and a critical volume reduced by $f$ are the same statement.

It remains to show that (11) is the lowest pass and not just a maximum along one chosen path. For caps at Young's angle the surface energy is $E=4\pi f\gamma R^2$, and $R=(3V/4\pi f)^{1/3}$. Thus

$$
E=KV^{2/3},
\qquad
K=4\pi f\gamma\left(\frac{3}{4\pi f}\right)^{2/3}
=\gamma(36\pi f)^{1/3}.
$$

The last form follows from cubing: $(4\pi f)^3\,9/(4\pi f)^2=36\pi f$. The function $-gV+KV^{2/3}$ has slope $-g+\tfrac23KV^{-1/3}$, which changes from positive to negative at $V^{*1/3}=2K/(3g)$. Its maximum is

$$
V^{*2/3}\left(K-gV^{*1/3}\right)
=\frac{4K^2}{9g^2}\cdot\frac{K}{3}
=\frac{4K^3}{27g^2}
=f\,\frac{16\pi\gamma^3}{3g^2},
$$

in agreement with (11). A growth path through caps that starts at zero volume and ends beyond $V^*$ must cross $V^*$. There its work is at least $W_{\rm het}$, because Young's angle gives the least surface energy at that volume. The path that keeps Young's angle throughout never exceeds this value. The critical nucleus is thus a saddle: a minimum with respect to angle at fixed volume and a maximum with respect to volume.

For an inert plane the adhesion is a more telling variable than the angle. Let $w$ be the work per area needed to separate the nucleus from the plane. Separation creates a nucleus surface and a bare plane and removes their common interface, so

$$
w=\gamma+\sigma_{sa}-\sigma_{sn}=\gamma(1+\cos\theta). \tag{13}
$$

Set $x=w/\gamma$, which runs from 0 to 2, and insert $c=x-1$ into $f$:

$$
\begin{aligned}
4f&=2-3(x-1)+(x-1)^3\\
&=5-3x+x^3-3x^2+3x-1
=4-3x^2+x^3,
\end{aligned}
$$

$$
f=1-\frac34x^2+\frac14x^3. \tag{14}
$$

The linear terms cancel. For a spherical cap, and for adhesion that acts on the contact area alone, a plane that adheres weakly lowers the barrier only in second order in the adhesion. An attraction of finite range $D$ also reaches the material that overhangs the contact. A sphere that merely touches the plane then gains an energy of order $2\pi R^*Dw$, which is linear in $w$ and outweighs the second-order term for $x$ below about $2D/R^*$. For dispersion forces and a nucleus of nanometre size this range of $x$ is not small.

The cancellation can be traced by cutting a small piece from a sphere of radius $R^*$. To leading order the contact area is $B=\pi R^{*2}x(2-x)\approx2\pi R^{*2}x$. It is itself proportional to $x$, so the adhesion gain is $wB\approx2\pi\gamma R^{*2}x^2$. The cut also has a cost. The volume falls by $\pi R^{*3}x^2$, which forfeits $g\pi R^{*3}x^2=2\pi\gamma R^{*2}x^2$ of bulk free energy. Counted as if the flat face were a free surface, the total area is

$$
A+B=\pi R^{*2}\,[2(2-x)+x(2-x)]=\pi R^{*2}(4-x^2),
$$

which saves $\pi\gamma R^{*2}x^2$. The net cost is $\pi\gamma R^{*2}x^2$, half the adhesion gain. The barrier falls by the other half, and division by $W_{\rm hom}=4\pi\gamma R^{*2}/3$ gives $3x^2/4$.

The derivative of (14),

$$
\frac{df}{dx}=-\frac34\,x(2-x),
$$

is negative for $0<x<2$, so stronger adhesion always lowers the barrier within this range. It is largest in size at $x=1$, where $\theta=90^\circ$ and $f=1/2$. A given change of adhesion therefore shifts the barrier least, in energy, near the two ends. Relative to the barrier itself, the shift grows towards complete wetting, where $f$ vanishes. As $x\to0$ the nucleus becomes a free sphere and $f\to1$. As $x\to2$ the deposit wets the plane and $f\to0$. In that last limit the cap is very flat, and the continuum description fails once its height approaches the size of a formula unit.

For a numerical case, take round parameters that stand for no particular material: $\gamma=0.60$, $\sigma_{sa}=0.40$ and $\sigma_{sn}=0.70$, all in eV/nm$^2$, with $g=1.20$ eV/nm$^3$ and $T=500$ K. Electronvolts and nanometres suit a nucleus of this size better than atomic units do. Young's equation gives

$$
\cos\theta=\frac{0.40-0.70}{0.60}=-0.50,
\qquad
\theta=120^\circ .
$$

Covering the plane costs energy, yet the adhesion is not zero: $w=0.60+0.40-0.70=0.30$ eV/nm$^2$, so $x=0.50$. The critical radius of curvature is

$$
R^*=\frac{2(0.60)}{1.20}=1.00\ \text{nm}.
$$

The centre of the sphere lies above the plane. The cap is 1.50 nm high, and its contact circle has a radius of 0.87 nm. The reduction factor is

$$
f=\frac{2+1.5-0.125}{4}=0.844 .
$$

The free sphere and the cap have the barriers

$$
W_{\rm hom}=\frac{4\pi}{3}(0.60)(1.00)^2=2.51\ \text{eV}=0.0924\ \text{hartree},
$$

$$
W_{\rm het}=0.844\times2.513=2.12\ \text{eV}=0.0779\ \text{hartree}.
$$

The second-order part of (14) alone would give $f=0.8125$. The lowering $1-f$ would then be 0.1875 instead of 0.15625, too large by 20% of the correct value. At a quarter of the adhesion $w=2\gamma$ that gives complete wetting, the cubic term already matters.

The plane lowers the barrier by 0.393 eV, about 16% of $W_{\rm hom}$. The thermal energy is $kT=0.0431$ eV, so the Boltzmann factor grows by

$$
\exp\left(\frac{0.3927}{0.04309}\right)\approx9\times10^3 .
$$

This number is not the ratio of two nucleation rates. A homogeneous rate counts events per volume and a heterogeneous rate counts them per area, and each has its own density of sites and its own kinetic prefactor. Nor does the gain by itself tell whether nucleation is fast. The remaining barrier is about $49\,kT$, and the rate also depends on the density of sites and on how often units attach to the critical nucleus.

The critical cap has a volume of 3.53 nm$^3$. With 0.040 nm$^3$ per formula unit it contains about 88 units, against about 105 in the free sphere. Equation (12) gives $1.20\times3.53/2=2.12$ eV, as it should. A cluster of this size has a large part of its material at a surface, so a size-independent $\gamma$ is an approximation whose error this model cannot supply.

The same $\gamma$ and $g$ with other adhesions show how unevenly the angle acts. At $150^\circ$ the barrier is 2.48 eV, hardly below that of the free sphere. At $90^\circ$ it is 1.26 eV, and at $60^\circ$ it is 0.39 eV. The last value equals the lowering found at $120^\circ$, for a geometrical reason. A plane that cuts a sphere divides it into two caps with supplementary angles, so $f(\theta)+f(180^\circ-\theta)=1$. At $60^\circ$ the critical cap is only 0.50 nm high and contains about 16 formula units, so its barrier is a value of the model rather than a reliable estimate.

Several parts of the argument were tested numerically. With the volumes and areas of caps summed over thin conical slices, a search in radius and angle together found the saddle at 1.000 nm and $120.0^\circ$, with a barrier of 2.121 eV. A second calculation, with volumes and areas integrated by Gauss–Legendre quadrature, minimized the surface energy over smooth axisymmetric profiles, with neither a circular meridian nor a contact angle imposed. It returned $120.0^\circ$ and the same barrier. This supports the cap as a minimum among such profiles, which stationarity alone does not prove. A cap held at $90^\circ$ with the substrate energies of the example missed the proportionality by 0.94 eV at $R^*$. Equation (9) gives the same amount, $\pi(0.60)(1.00)^2(0.50)$ eV. The values are listed in the numerical output.

The result is sensitive to its inputs. At fixed contact angle, (10) and (11) give

$$
\frac{\delta W_{\rm het}}{W_{\rm het}}
=3\,\frac{\delta\gamma}{\gamma}-2\,\frac{\delta g}{g}
$$

for small changes. An error of 5% in $\gamma$ then shifts the barrier by 15%, or about 0.3 eV here. That is comparable with the whole effect of the plane. The ratio $f$ can thus be better known than either barrier, provided that the angle is known accurately. This is demanding at small angles, where $f\approx3\theta^4/16$ with $\theta$ in radians.

A contact line with energy $\tau$ per length adds $2\pi R\sin\theta\,\tau$ to $G$. Since $G$ is stationary at the saddle, the shifts of radius and angle affect the barrier only in second order in $\tau$, and to first order

$$
\delta W_{\rm het}=2\pi R^*\sin\theta\,\tau .
$$

In the example the contact line is $2\pi\times0.866=5.4$ nm long. A line energy of 0.01 eV/nm would change the barrier by about 0.05 eV, which is slightly more than $kT$. That value is small on the natural scale, since $\gamma$ times the size of a formula unit, 0.34 nm, is 0.2 eV/nm. A positive $\tau$ of 0.07 to 0.08 eV/nm would cancel the whole lowering of 0.39 eV. For nuclei of nanometre size this term can be dropped only if $|\tau|$ is known to lie well below $kT$ divided by the length of the contact line.

Other conditions limit the geometry itself. A crystalline nucleus with facets is not a spherical cap, and $f(\theta)$ does not describe it. If a flat facet rests on the plane, the contact area stays finite even for weak adhesion, and the barrier then falls in first order in $w$. At a step, a grain boundary or a reactive defect the nucleus meets a different surface or more than one, so the flat-plane factor does not apply there. A film that nucleates along such features says little about $f$ on the terraces between them. A thin sheet that bends under the nucleus adds an elastic energy and changes the contact geometry. Attraction from the plane itself, or acting through the sheet from a support below, may be included in $\sigma_{sn}$ if its range is short compared with the nucleus and its action on material outside the contact area is negligible. The second condition is the stricter one at contact angles near $180^\circ$, where the nucleus overhangs a small contact circle. If either condition fails, (1) is incomplete.

The derivation further requires that the nucleus exchange material with the ambient phase reversibly enough for a critical size to exist. In a deposition process where each arriving unit binds irreversibly, the density of islands is set by kinetics: the arrival rate, diffusion on the surface, and the supply and reactivity of binding sites. A low density of islands on the basal plane is then no measure of the contact angle, and $f$ should not be inferred from it.

## Computed results

```
INPUTS (round model parameters)
nucleus-ambient surface energy gamma = 0.60 eV/nm^2
substrate-ambient energy sigma_sa = 0.40 eV/nm^2
substrate-nucleus energy sigma_sn = 0.70 eV/nm^2
bulk driving free energy g = 1.20 eV/nm^3
temperature = 500 K
volume per formula unit = 0.040 nm^3
CONTACT
m = cos(theta) = -0.5000 (no unit)
contact angle = 120.00 degrees
work of adhesion = 0.300 eV/nm^2
adhesion ratio x = 0.5000 (no unit)
CRITICAL NUCLEUS
critical radius of curvature = 1.0000 nm
contact-circle radius = 0.8660 nm
cap height = 1.5000 nm
reduction factor f = 0.84375 (no unit)
second-order estimate 1-3x^2/4 = 0.81250 (no unit)
homogeneous barrier = 2.5133 eV = 0.09236 hartree
cap barrier = 2.1206 eV = 0.07793 hartree
barrier lowering = 0.3927 eV
cap volume = 3.5343 nm^3
formula units in cap = 88.4
formula units in free sphere = 104.7
thermal energy kT = 0.04309 eV
Boltzmann-factor gain = 9.083e+03 (no unit)
NUMERICAL CHECKS
saddle search: radius = 1.00000 nm
saddle search: angle = 120.000 degrees
saddle search: barrier = 2.12058 eV
free profile: angle = 120.00 degrees
free profile: barrier = 2.12058 eV
90-degree cap, same energies: work minus f*W_hom = 0.9425 eV
ANGLE TABLE (same gamma and g)
theta = 180 degrees: f = 1.00000, barrier = 2.5133 eV
theta = 150 degrees: f = 0.98714, barrier = 2.4810 eV
theta = 120 degrees: f = 0.84375, barrier = 2.1206 eV
theta =  90 degrees: f = 0.50000, barrier = 1.2566 eV
theta =  60 degrees: f = 0.15625, barrier = 0.3927 eV
theta =  30 degrees: f = 0.01286, barrier = 0.0323 eV
```
